# Joining Bloch Bands by Overlap: Crossings, Narrow Anticrossings and Step Size

A band calculation returns, at each wave vector, a list of energies sorted from low to high. If points are joined by their place in the list, two bands that truly cross are drawn as two bands with kinks, each changing its character at the crossing. If they are joined by similarity of wave functions, the crossing comes out right, but a new error appears: when the step is too long, two bands separated by a small gap are also drawn through each other, and the gap is lost. The overlaps may then be well above 90 per cent, so nothing looks wrong. We need to know how short the step must be, and what a longer step can still reveal.

## What is compared

By Bloch's theorem $\psi_{n\mathbf k}(\mathbf r)=e^{i\mathbf k\cdot\mathbf r}u_{n\mathbf k}(\mathbf r)$, where $u$ has the period of the lattice. The functions $\psi$ cannot be compared directly. Translating both by a lattice vector $\mathbf R$ leaves their inner product over the crystal unchanged, but also multiplies it by $e^{i(\mathbf k'-\mathbf k)\cdot\mathbf R}$. Unless $\mathbf k'-\mathbf k$ is a reciprocal lattice vector, some $\mathbf R$ makes this factor differ from one, so the product is zero.

The periodic parts all live in one space, that of functions on a single cell, and they are eigenfunctions of

$$H(\mathbf k)=\tfrac12(\mathbf p+\mathbf k)^2+V(\mathbf r)$$

in atomic units, for spinless electrons. Let $k$ be the distance along a straight path. We use the weights

$$w_{nm}=|\langle u_{nk}|u_{mk'}\rangle|^2,$$

which do not depend on the arbitrary phases of the eigenvectors.

## Two bands by hand

Let two states $a,b$, independent of $k$, have energies $e(q)\pm sq/2$ and coupling $g/2$, where $q$ is measured from the point where the uncoupled lines meet and $s>0$ is their slope difference:

$$H(q)=e(q)+\frac12\begin{pmatrix}sq&g\\ g&-sq\end{pmatrix}.$$

The matrix without its factor $\tfrac12$ squares to $(s^2q^2+g^2)$ times the identity, so the level spacing is

$$D(q)=\sqrt{g^2+s^2q^2},$$

with minimum $g$ at $q=0$. Define $\theta$ between $0$ and $\pi$ by $\cos\theta=sq/D$ and $\sin\theta=g/D$. The lower and upper eigenvectors are

$$|-\rangle=\begin{pmatrix}-\sin(\theta/2)\\ \cos(\theta/2)\end{pmatrix},\qquad |+\rangle=\begin{pmatrix}\cos(\theta/2)\\ \sin(\theta/2)\end{pmatrix}.$$

To check the first, apply $\begin{pmatrix}\cos\theta&\sin\theta\\ \sin\theta&-\cos\theta\end{pmatrix}$. The upper component becomes $\sin\theta\cos(\theta/2)-\cos\theta\sin(\theta/2)=\sin(\theta/2)$ and the lower becomes $-\cos(\theta/2)$: the vector is reversed, so its eigenvalue is $-1$. The second is orthogonal to it.

Now step from $q_1$ to $q_2>q_1$ and set $\alpha=\theta_1-\theta_2$. The overlap of the two lower states is $\sin(\theta_1/2)\sin(\theta_2/2)+\cos(\theta_1/2)\cos(\theta_2/2)=\cos(\alpha/2)$. Its square is

$$p=\cos^2\frac\alpha2=\frac{1+\cos\alpha}2,\qquad \cos\alpha=\cos\theta_1\cos\theta_2+\sin\theta_1\sin\theta_2=\frac{g^2+s^2q_1q_2}{D_1D_2}.$$

The upper pair has the same weight $p$, and each lower–upper pair has $1-p$. Joining lower to lower and upper to upper scores $2p$; exchanging them scores $2(1-p)$. The first wins when $p>\tfrac12$, that is, when $\cos\alpha>0$:

$$\boxed{-q_1q_2<(g/s)^2}$$

For $g>0$ the bands do not touch, so lower to lower is the correct connection. A step that does not straddle the minimum has $q_1q_2\ge0$ and is always correct in this model.

For a step of length $h$ with midpoint $\delta$, $q_{1,2}=\delta\mp h/2$ and $-q_1q_2=h^2/4-\delta^2$. The worst placement is the centred one, $\delta=0$. Every placement is safe if

$$h<h_c=\frac{2g}{s}.$$

For longer steps the connection is wrong when $|\delta|<\tfrac12\sqrt{h^2-h_c^2}$. If the grid is placed at random, the midpoint of the straddling step is uniformly distributed over a range of length $h$, so the misread fraction is

$$f=\sqrt{1-(h_c/h)^2}.$$

At equality in the boxed condition the two assignments tie.

Take $q_1=-h_c$ and $q_2=h_c$, a centred step twice the critical length. Since $sh_c=2g$, both spacings satisfy $D^2=g^2+4g^2=5g^2$. Hence $\cos\alpha=(1-4)/5=-3/5$ and $p=1/5$. The exchanged connection has weight $4/5$ and wins, although there is a gap. For any centred step the same calculation gives

$$p=\frac{1}{1+(h/h_c)^2}.$$

At $h=4h_c$ the wrong connection has weight $0.941$. A large overlap therefore does not establish a crossing; in this two-band model, the longer the centred step, the more convincing the mistake.

## Reading the gap from a long step

The small weight $p$ still carries information. Draw $\mathbf D=(g,sq)$ as a vector in a plane. As $q$ varies, its tip moves along a straight line at distance $g$ from the origin. Two samples give a triangle with sides $D_1$, $D_2$ and $sh$, with angle $\alpha$ between the first two. Its area can be written in two ways, $\tfrac12 sh\,g=\tfrac12D_1D_2\sin\alpha$, and the law of cosines gives $sh$. Therefore

$$g=\frac{D_1D_2\sin\alpha}{\sqrt{D_1^2+D_2^2-2D_1D_2\cos\alpha}}.$$

Level spacings and one overlap angle at two points thus determine the minimum gap $g$ of the model, even when $h>h_c$. The minimum lies between the two points only when the step straddles $q=0$. It always does when the exchanged connection wins, since then $q_1q_2<0$. The denominator divided by $h$ gives $s$, and so $h_c$ can be estimated too.

These results hold for complex two-band Hamiltonians linear in $q$ as well. Write $H=e+\tfrac12\mathbf D\cdot\boldsymbol\sigma$ with $\mathbf D=\mathbf d_0+q\,\mathbf d_1$ and $\mathbf d_1\ne0$. A constant unitary change of basis rotates $\mathbf D$ without changing any overlap. Turn $\mathbf d_1$ to the $z$ axis and the part of $\mathbf d_0$ perpendicular to it to the $x$ axis, and measure $q$ from the point nearest the origin. The real matrix above returns, with $s=|\mathbf d_1|$.

For a true crossing, $g=0$. The lower state is $a$ before it and $b$ after it, so $p=0$. On a path where a mirror commutes with $H(k)$, this can be guaranteed beyond the two-band model. For an even state $u$ and an odd state $u'$, applying the mirror to both gives $\langle u|u'\rangle=-\langle u|u'\rangle=0$, even at different $k$. If an even and an odd band exchange order once within the step, their lower-to-lower weight vanishes for any step length.

In the linear two-band model with exact data the triangle returns $g$ exactly. Computed energies and overlaps have finite accuracy, and real bands depart from the model, so without symmetry information a finite set of samples cannot distinguish $g=0$ from a gap smaller than these errors. The practical question is whether $g$ exceeds a chosen energy resolution.

## Many bands as an assignment problem

Take the $N$ lowest bands at both points and choose the permutation $\pi$ that maximizes

$$\sum_{n=1}^{N}w_{n,\pi(n)}.$$

This is a linear assignment problem, for which standard solvers avoid trying all $N!$ permutations. The set should be separated from higher bands, or a state may leave it between the two points.

Choosing the largest weight in each row separately may send two bands to the same partner. This happened in 122 of 300 pairs of random four-band frames (one sample, with a statistical spread of about 3 percentage points), which are a stress test and not a model of neighbouring $k$ points.

There is a simple certificate for the optimum. The $u_{mk'}$ are orthonormal, so Bessel's inequality gives $\sum_m w_{nm}\le1$. If every chosen weight exceeds $\tfrac12$, every other entry in its row is below $\tfrac12$. Any other permutation loses in each row it changes, so the chosen one is the unique maximizer. This certifies the solution of the assignment problem, not the physical connection, as the weight $0.941$ showed.

A condition on the step that does certify the connection follows from the rate at which $u_n$ turns. Assume band $n$ is nondegenerate throughout the step. Differentiate $H|n\rangle=E_n|n\rangle$ and project on $m\ne n$:

$$\langle m|\partial_kH|n\rangle+E_m\langle m|\partial_kn\rangle=E_n\langle m|\partial_kn\rangle.$$

The derivative $E_n'$ drops out because $\langle m|n\rangle=0$. The squared length of the part of $|\partial_kn\rangle$ orthogonal to $|n\rangle$ is thus

$$M_n=\sum_{m\ne n}\frac{|\langle m|\partial_kH|n\rangle|^2}{(E_n-E_m)^2}.$$

This is the quantum metric along the path. For a small step the weight lost to other states is $1-w_{nn}=M_nh^2+O(h^3)$.

For a finite step, choose the phase of $|n(k)\rangle$ so that $\langle n|\partial_kn\rangle=0$. Let $c=|\langle n(k_1)|n(k)\rangle|=\cos\beta$. The part of $|n(k_1)\rangle$ orthogonal to $|n(k)\rangle$ has length $\sqrt{1-c^2}=\sin\beta$, and only this part contributes to $\langle n(k_1)|\partial_kn\rangle$. By the Cauchy–Schwarz inequality $|dc/dk|\le\sin\beta\,\sqrt{M_n}$. Since $|dc/dk|=\sin\beta\,|d\beta/dk|$, the angle grows no faster than $\sqrt{M_n}$, and

$$\arccos\sqrt{w_{nn}}\le\int_{k_1}^{k_2}\sqrt{M_n}\,dk.$$

If the integral is below $\pi/4$ for every band in the set, all $w_{nn}>\tfrac12$ and the assignment keeps the energy order, as it must when no bands touch.

In the two-band model at $q=0$, $\partial_qH=e'+\tfrac12s\sigma_z$. The eigenstates there are those of $\sigma_x$, between which $\sigma_z$ has matrix element of magnitude one. Hence

$$s=2|\langle+|\partial_qH|-\rangle|,\qquad \sqrt{M}=\frac{s/2}{g}=\frac1{h_c}.$$

The critical step is the inverse square root of the metric at the gap minimum. With many bands this relation acquires corrections from the remote ones.

## The adaptive procedure

1. Diagonalize $H(k)$ on a starting grid and solve the assignment for each step.
2. Find each pair $i<j$ with $\pi(i)>\pi(j)$, whose energy order is inverted. Its spacings are $D_1=E_j(k_1)-E_i(k_1)$ and $D_2=E_{\pi(i)}(k_2)-E_{\pi(j)}(k_2)$.
3. The lower state at $k_2$ is $\pi(j)$, so take $\alpha=2\arctan\sqrt{w_{i,\pi(i)}/w_{i,\pi(j)}}$, with $\alpha=\pi$ if the denominator vanishes. Estimate $g$ from the triangle.
4. If an estimate exceeds the chosen resolution, bisect the step and repeat. Otherwise accept the inversion as a crossing at that resolution.
5. Compose the permutations along the path.

At an isolated resolved anticrossing, bisection ends at the latest when $h<h_c$, because the inversion then disappears.

Three limits need attention. If a grid point lies on a degeneracy, the eigenvectors there are arbitrary mixtures. If the degeneracy is isolated, move the point. If symmetry keeps bands degenerate along the whole path, moving does not help, and the band-by-band weights used here are not defined within that group. If two bands exchange character twice within one step, the endpoints can show no inversion, and then nothing triggers refinement, so the starting grid must separate such events. Finally, the gap estimate assumes two bands and a straight line for $\mathbf D$. Strong mixing with other bands or strong curvature spoils it, and the estimate can come out too small: if the tip of $\mathbf D$ follows a curve around the origin and $\mathbf D$ points in opposite directions at the two ends, then $\alpha=\pi$ and the estimate is zero although the gap is finite. Unless symmetry guarantees the crossing, the estimate should be repeated on shorter steps before step 4 accepts it. One halving can still miss a coupling that is large only within a small part of the step, so a repeated small estimate is evidence for a crossing, not proof.

With ultrasoft or PAW potentials the overlap needs augmentation terms, and in a non-orthogonal orbital basis it needs the overlap matrix of the basis functions between the two $k$ points. For local or norm-conserving potentials in a plane-wave basis $\langle u_{nk}|u_{mk'}\rangle=\sum_{\mathbf G}c^*_{n\mathbf G}(k)c_{m\mathbf G}(k')$. If $k+b$ has been folded back by a reciprocal vector $\mathbf b$ along the path, then $u_{k+b}=e^{-i\mathbf b\cdot\mathbf r}u_k$, and matching coefficients gives $c_{\mathbf G}(k+b)=c_{\mathbf G+\mathbf b}(k)$. In the lattice below, a step of $0.020$ Å$^{-1}$ across the zone edge gives the lowest band a weight of $0.9963$ with this shift and $0.3355$ without it.

## A crossing beside an anticrossing

Consider a model rectangular lattice with cell sides 4 Å and 6 Å and potential

$$V=2V_{10}\cos bx+2V_{01}\cos By+4V_{11}\cos bx\cos By,$$

where $b=2\pi/(4\text{ Å})$, $B=2\pi/(6\text{ Å})$, $V_{10}=V_{01}=1$ eV and $V_{11}=0.02$ eV. The path runs from $\Gamma$ along $x$ to the zone edge X, a length of $0.7854$ Å$^{-1}$. The mirror $y\to-y$ commutes with $H(k)$ on it, so the states can be chosen even or odd. The set consists of the four lowest bands. Its separation from higher bands is marginal near $\Gamma$: band 5 lies $0.20$ eV above band 4 there, and over the first of 20 equal steps band 4 keeps only $0.61$ of its weight within the set, which still suffices here.

Bands 2 and 3, of opposite parity, cross at $k=0.4461$ Å$^{-1}$. Bands 3 and 4 have a narrow anticrossing at $k_0=0.40695$ Å$^{-1}$, where both are even. Its origin is $V_{11}$. Without this term the Hamiltonian is a sum of an $x$ part and a $y$ part, and bands that differ in both factors of their product functions can cross. Near the meeting point $V_{11}$ couples the two product states by a matrix element $v$, which to first order opens a gap $2|v|\approx0.043$ eV. Full diagonalization gives $g=0.0430$ eV, or $0.00158$ hartree.

The slope difference from the matrix element of $\partial_kH$ is $s=11.04$ eV Å, so

$$h_c=\frac{2\times0.0430}{11.04}\ \text{Å}^{-1}=0.00779\ \text{Å}^{-1},$$

or $0.00412$ bohr$^{-1}$. The path contains $0.7854/0.00779\approx101$ such steps. When a grid with $h=2h_c$ is slid across the anticrossing, $0.870$ of 200 placements are misread, against $0.866$ from the formula; the difference is less than one placement.

A grid of 80 intervals has $h=1.26\,h_c$, so its outcome depends on placement. The step around $k_0$ runs from $0.40252$ to $0.41233$ Å$^{-1}$, giving $q_1=-0.00443$ and $q_2=0.00538$ Å$^{-1}$. Then

$$-q_1q_2=2.4\times10^{-5}\ \text{Å}^{-2}>(h_c/2)^2=1.5\times10^{-5}\ \text{Å}^{-2},$$

and the anticrossing is misread. The grids of 20 and 40 intervals fail as well, while 160 intervals succeed. The correct connection, found independently from the even and odd blocks of $H$, takes bands 1, 2, 3, 4 at $\Gamma$ to 1, 3, 2, 4 at X. The three coarse grids give 1, 3, 4, 2: they exchange bands 3 and 4 at the gap.

The adaptive procedure starts from 20 intervals, with $h=5.0\,h_c$, and a resolution of 1 meV. Its first step across the anticrossing proposes an exchange but estimates a gap of $0.0430$ eV, so it is bisected. Two further bisections follow, with the same estimate to the digits quoted. The last puts a point at the middle of the step examined above, $0.40743$ Å$^{-1}$. Now $q_1=-0.00443$ and $q_2=0.00048$ Å$^{-1}$, so $-q_1q_2=0.2\times10^{-5}$ Å$^{-2}$ is below the limit and the exchange disappears.

At the mirror-protected crossing the estimated gap is zero to rounding error, and the original long step is accepted. The correct connection takes 24 diagonalizations: 21 starting points and three midpoints. The numerical check also tests the two-band formulas and the metric bound on random Hamiltonians.

## Table of computed values

```
cell 4.0 x 6.0 angstrom; V10 1.00, V01 1.00, V11 0.020 eV
hbar^2/2m = 3.80998 eV angstrom^2; plane waves: 49
path length Gamma-X = 0.78540 1/angstrom
row-wise maxima clash in 122 of 300 random 4-band frames
zone edge, band 1, step 0.020 1/angstrom: weight 0.9963 shifted, 0.3355 unshifted
anticrossing bands 3,4: k0 = 0.40695 1/angstrom
  energies at k0 = 4.8607, 4.9037 eV
  gap g = 0.04301 eV = 0.001580 hartree
  gap with 121 plane waves = 0.04301 eV
  gap, first order in V11 = 0.04291 eV
  slope difference s = 11.0385 eV angstrom
  critical step hc = 0.007792 1/angstrom = 0.004123 1/bohr
  1/sqrt(metric of band 3) = 0.007792 1/angstrom
  intervals on path for h = hc: 100.8
crossing bands 2,3: k = 0.44606 1/angstrom, E = 4.5605 eV
  largest same-index weight over it = 3e-24
centred step h/hc: same-index weight, formula, swapped weight
  0.5: 0.8000, 0.8000, 0.2000
  1.0: 0.5000, 0.5000, 0.5000
  2.0: 0.2000, 0.2000, 0.8000
  4.0: 0.0588, 0.0588, 0.9410
sliding grid h/hc: misread fraction, formula
  0.90: 0.000, 0.000
  1.25: 0.600, 0.600
  2.00: 0.870, 0.866
band at X reached from bands 1,2,3,4 at Gamma:
  symmetry reference: 1 3 2 4
  20 intervals, h/hc = 5.04: 1 3 4 2 misread
  40 intervals, h/hc = 2.52: 1 3 4 2 misread
  80 intervals, h/hc = 1.26: 1 3 4 2 misread
  160 intervals, h/hc = 0.63: 1 3 2 4 correct
adaptive, 20 starting intervals, resolution 0.0010 eV:
  result: 1 3 2 4 with 24 diagonalizations
  bisected 0.39270 to 0.43197 1/angstrom: estimated gap 0.04300 eV
  bisected 0.39270 to 0.41233 1/angstrom: estimated gap 0.04300 eV
  bisected 0.40252 to 0.41233 1/angstrom: estimated gap 0.04300 eV
  crossing accepted 0.43197 to 0.47124 1/angstrom: estimated gap 2e-14 eV
```
